# Kohn's formula and the Drude weight of a finite dimerized ring, part 1

(Sections cited here and not found follow in the second part.)

Consider electrons on a ring of length $L$ at zero temperature, and thread a magnetic flux through the hole, so that a uniform vector potential $A$ points along the ring. Hartree atomic units are used, the electron has charge $-1$, and $A$ is normalized so that the kinetic momentum is $p+A$ and the electric field along the ring is $\mathcal E=-dA/dt$. A perfect conductor accelerates in a field, $dI/dt=D\,\mathcal E$, and the constant $D$ is the Drude weight. In one dimension the current $I$ is charge per time, so $D$ has the dimension of (charge)$^2\times$ energy $\times$ length$/\hbar^2$, and its atomic unit is one hartree bohr. Suppose, as a guess to be proved below, that $D$ is proportional to a single derivative of the ground-state energy $E_0(A)$, with $L$ as the only length; not every ground-state quantity of this dimension has that form. Gauge symmetry limits how $A$ can enter. For $H=\sum_i \tfrac12(p_i+A)^2+U(x_1,\dots)$ write $\psi=e^{-iA\sum_i x_i}\chi$. Since $(p+A)e^{-iAx}\chi=e^{-iAx}p\chi$, the function $\chi$ obeys the equation without $A$, and since $\psi$ is periodic, $\chi$ gains the factor $e^{iAL}$ when one electron is carried once round the ring. The spectrum therefore depends only on the twist

$$\varphi=AL ,$$

which is $2\pi$ times the flux in units of the flux quantum, and it has period $2\pi$ in $\varphi$. The twist is dimensionless, so every derivative of $E_0(\varphi)$ is an energy, and under this guess $D$ is $L$ times such a derivative. The order of the derivative is fixed as well: the current is conjugate to $A$ and so is a first derivative, and $dI/dt=D\mathcal E$ integrates to $\delta I=-D\,\delta A$, which needs one derivative more. The guess therefore makes $D$ a pure number times $L\,d^2E_0/d\varphi^2$. Time reversal, $H(A)^*=H(-A)$ for a real potential, makes $E_0$ even, so

$$E_0(\varphi)=\epsilon_0+2\sum_{m\ge1}\epsilon_m\cos m\varphi .$$

A factor $e^{im\varphi}$ is collected only by winding $m$ times round the ring, so the curvature measures how much the energy owes to such windings. Symmetry does not say that the pure number is 1, and it does not give the size of $\epsilon_m$; both need calculation.

The same gauge argument holds on a lattice. The operator $e^{-idp}$ translates by $+d$, so $p\to p+A$ attaches the Peierls phase $e^{-iAd_j}$ to a hop from site $j$ to site $j+1$ over a bond of length $d_j$. For spinless fermions on $M$ sites with real hoppings $t_j$ and a nearest-neighbour repulsion $V$,

$$H(A)=-\sum_{j=0}^{M-1}t_j\left(e^{-iAd_j}c^\dagger_{j+1}c_j+\text{h.c.}\right)+V\sum_j n_jn_{j+1},\qquad c_M\equiv c_0,\quad \sum_jd_j=L. \tag{1}$$

Put $c_j=e^{-iAx_j}b_j$ with $x_0=0$ and $x_{j+1}=x_j+d_j$. Then $c^\dagger_{j+1}c_j=e^{iAd_j}b^\dagger_{j+1}b_j$ and the phase cancels on every bond except the last, where it becomes $e^{-iA(x_{M-1}+d_{M-1})}=e^{-i\varphi}$. The densities are unchanged. The spectrum again depends on $\varphi$ alone, and not on how $L$ is divided among the bonds.

Define $J=\partial H/\partial A$ and $K=\partial^2H/\partial A^2$. The current averaged round the ring is

$$I=-\frac1L\frac{\partial H}{\partial A}. \tag{2}$$

In the continuum $\partial H/\partial A=\sum_i(p_i+A)$ is the sum of the velocities, and (2) is charge times velocity per length. In any model the rate of change of the energy is $\langle\partial H/\partial A\rangle\,dA/dt=-\langle J\rangle\mathcal E$, which must equal current times electromotive force, $IL\mathcal E$, and this gives (2) again.

Assume now that the ground state $|0\rangle$ of $H(A)$ is non-degenerate at the value of $A$ considered, so that it and $E_0$ are differentiable there. Let $|n\rangle$ be the excited states, $\omega_n=E_n-E_0>0$ and $J_{n0}=\langle n|J|0\rangle$. Differentiating $(H-E_0)|0\rangle=0$ with respect to $A$ gives $(J-E_0')|0\rangle+(H-E_0)|\partial_A0\rangle=0$. Projection on $\langle0|$ gives $E_0'=\langle0|J|0\rangle$, and projection on $\langle n|$ gives $\langle n|\partial_A0\rangle=-J_{n0}/\omega_n$. Normalization makes $\langle0|\partial_A0\rangle$ purely imaginary, so it drops out of the real part that appears when $E_0'$ is differentiated once more:

$$\frac{d^2E_0}{dA^2}=\langle K\rangle+2\,\mathrm{Re}\,\langle0|J|\partial_A0\rangle=\langle K\rangle-2\sum_{n\ne0}\frac{|J_{n0}|^2}{\omega_n}. \tag{3}$$

The first term is the diamagnetic and the second the paramagnetic contribution.

The conductivity comes from a separate, time-dependent calculation. Let $A\to A+\delta A(t)$ with $\delta A$ real, small, and vanishing in the far past. To first order the Hamiltonian is $H+\delta A\,J$. Write the state as $e^{-iE_0t}\left[(1+a_0)|0\rangle+\sum_na_n|n\rangle\right]$. The Schrödinger equation to first order gives $i\dot a_n=\omega_na_n+\delta A\,J_{n0}$, solved by

$$a_n(t)=-iJ_{n0}\int_0^\infty d\tau\,e^{-i\omega_n\tau}\,\delta A(t-\tau).$$

The amplitude $a_0$ obeys $i\dot a_0=\delta A\,J_{00}$, is purely imaginary, and changes no expectation value at this order. The operator $\partial H/\partial A$ itself changes to $J+\delta A\,K$. The change of its expectation value is $\langle K\rangle\delta A+2\,\mathrm{Re}\sum_nJ_{n0}^*a_n$, and since $\mathrm{Re}\,(-ie^{-i\omega\tau})=-\sin\omega\tau$,

$$\delta I(t)=-\frac1L\left[\langle K\rangle\,\delta A(t)-2\sum_{n\neq0}|J_{n0}|^2\int_0^\infty d\tau\,\sin(\omega_n\tau)\,\delta A(t-\tau)\right]. \tag{4}$$

The kernel in (4) is real, so one may insert a complex $\delta A=\alpha e^{-izt}$ and take the real part at the end. Here $z=\omega+i\eta$ with $\eta>0$, which switches the drive on as $e^{\eta t}$. The time integral is

$$\int_0^\infty\!\!d\tau\,\sin(\omega_n\tau)e^{iz\tau}=\frac1{2i}\left[\frac{i}{z+\omega_n}-\frac{i}{z-\omega_n}\right]=\frac{\omega_n}{\omega_n^2-z^2},$$

and therefore

$$\delta I=-\frac{\Pi(z)}{L}\,\delta A,\qquad \Pi(z)=\langle K\rangle-\sum_{n\ne0}\frac{2\omega_n|J_{n0}|^2}{\omega_n^2-z^2}. \tag{5}$$

The field is $\mathcal E=-d\,\delta A/dt=iz\,\delta A$, so the conductivity is $\sigma=\delta I/\mathcal E=i\Pi(z)/(Lz)$. To isolate the pole at $z=0$, use

$$\frac{\omega_n}{\omega_n^2-z^2}-\frac1{\omega_n}=\frac{z^2}{\omega_n(\omega_n^2-z^2)},\qquad \frac{z}{\omega_n^2-z^2}=-\frac12\left[\frac1{z-\omega_n}+\frac1{z+\omega_n}\right].$$

The first identity gives $\Pi(z)=\Pi(0)-\sum_n2|J_{n0}|^2z^2/[\omega_n(\omega_n^2-z^2)]$; dividing by $z$ and using the second,

$$\sigma(z)=\frac{iD}{z}+\frac iL\sum_{n\ne0}\frac{|J_{n0}|^2}{\omega_n}\left[\frac1{z-\omega_n}+\frac1{z+\omega_n}\right],\qquad D=\frac{\Pi(0)}L .$$

Because $\mathrm{Re}\,[i/(x+i\eta)]=\eta/(x^2+\eta^2)\to\pi\delta(x)$ as $\eta\to0$,

$$\mathrm{Re}\,\sigma(\omega)=\pi D\,\delta(\omega)+\frac\pi L\sum_{n\ne0}\frac{|J_{n0}|^2}{\omega_n}\left[\delta(\omega-\omega_n)+\delta(\omega+\omega_n)\right]. \tag{6}$$

This fixes the convention: the delta function at zero frequency has weight $\pi D$, and $\sigma=iD/z$ is the statement $dI/dt=D\mathcal E$. Now $\Pi(0)$ is the right side of (3), and $d/dA=L\,d/d\varphi$. This is Kohn's formula, with the pure number equal to 1:

$$D=\frac1L\frac{d^2E_0}{dA^2}=L\,\frac{d^2E_0}{d\varphi^2}. \tag{7}$$

It holds with or without interaction, for any finite ring whose ground state is non-degenerate at the given $\varphi$.

Integrating (6) over all frequencies gives $\pi D+(2\pi/L)\sum_n|J_{n0}|^2/\omega_n=\pi\langle K\rangle/L$, the f-sum rule. In the continuum $K=N_e$, the number of electrons. If there is also no external potential, $J$ is the total momentum plus $N_eA$, it commutes with $H$, all $J_{n0}$ vanish, and $D=N_e/L$, which is $ne^2/m$ in ordinary units. The meaning of $D$ is clearest for a sudden step $\delta A$ at $t=0$, a field pulse of area $-\delta A$. The integral in (4) is then $\delta A\int_0^t\sin\omega_n\tau\,d\tau=\delta A(1-\cos\omega_nt)/\omega_n$, so that

$$\delta I(t)=-\delta A\left[D+\frac2L\sum_{n\ne0}\frac{|J_{n0}|^2}{\omega_n}\cos\omega_nt\right]. \tag{8}$$

Just after the pulse the bracket is $\langle K\rangle/L$; its long-time average is $D$. The Drude weight is thus the time average of the kicked current per unit kick; on a finite ring the cosine terms do not decay but average to zero, and the average can have the opposite sign to the initial current.

The numerical check tests (5), (7) and (8) on model (1) with eight sites, four fermions (70 basis states), alternating hoppings $v=0.10$ and $w=0.06$ hartree on bonds of 2 and 3 bohr, $L=20$ bohr, $V=0.05$ hartree and $\varphi=0.7$; these are round model parameters. The ground state, $E_0=-0.382658$ hartree, lies $0.089618$ hartree below the first excited state. The two terms of (3), divided by $L$, are $0.101568$ and $0.150364$ hartree bohr, with difference $-0.048796$. A finite-difference curvature of the lowest eigenvalue gives $-0.0487956$, and so does the windowed time average of the exact evolution after steps of $\pm10^{-4}$ bohr$^{-1}$, whose response starts at $0.101568$. For the ramp with $\omega=0.09$ and $\eta=0.03$ hartree, (5) gives $\Pi/L=0.066301-0.216093\,i$, and integration of the full Schrödinger equation gives $\delta I/\alpha=-0.066301$ at $t=0$; agreement is asserted at four times to $2\times10^{-4}$ of $\langle K\rangle/L$. When the bonds are changed to 5 and 0 bohr, $\langle K\rangle/L$ rises to $0.464308$ while the spectrum and $D$ stay the same, as the gauge argument requires: in this lattice model, with the hoppings held fixed, the total optical weight depends on how $L$ is divided among the bonds, and $D$ does not.

The Drude weight of this ring is negative. That violates nothing. The absorption lines in (6) have positive weight, while the term $iD/\omega$ is reactive and describes the energy $\tfrac12LD\,\delta A^2$ stored reversibly at second order in a change of flux; a negative $D$ says that $E_0$ is concave at this $\varphi$. If the ground state is non-degenerate for all $\varphi$ and $D$ does not vanish identically, $D$ must be negative somewhere, because $E_0'$ is then smooth and periodic, and $\int_0^{2\pi}D\,d\varphi=L\,[E_0']_0^{2\pi}=0$. A steady field sweeps the twist as $\varphi_0-\mathcal ELt$. If it is weak and switched on slowly, the state follows the non-degenerate ground state and $dI/dt=D(\varphi)\,\mathcal E$ with $D$ taken at the current twist; if it is switched on suddenly, $dI/dt$ is, in linear response, $\mathcal E$ times the bracket of (8) and oscillates about $D\mathcal E$ however weak the field. A fixed $D$ therefore applies only while $D(\varphi)$ changes little over the sweep; on the long gapped rings below, where $D\propto\cos\varphi$, this means a sweep small against one radian and also against the distance of $\varphi$ from the nearest zero of $\cos\varphi$, where $D$ changes sign. The sign or size of $D$ on one finite ring therefore does not tell metal from insulator. For the clean, non-interacting chains below, at zero temperature, the scaling of $D$ with $L$ does: it decays exponentially with a gap and tends to a constant without one; disorder and temperature are not treated here.

Take now the dimerized ring, the Su–Schrieffer–Heeger model: (1) with $V=0$, $N\ge2$ cells of length $a$, $L=Na$, hopping $v$ inside a cell and $w$ between cells, and $N$ spinless electrons. For non-interacting spin-½ electrons at half filling, $E_0$ and $D$ double. Assume $v>w>0$ and set $r=w/v<1$; the case $w>v$ is the same ring with the cell redrawn. With $A$ gauged away, the amplitudes $\alpha_j,\beta_j$ on the two sites of cell $j$ obey

$$\varepsilon\alpha_j=-v\beta_j-w\beta_{j-1},\qquad \varepsilon\beta_j=-v\alpha_j-w\alpha_{j+1},$$

and the phase $e^{-i\varphi}$ on the last bond is equivalent to the boundary condition $\alpha_{j+N}=e^{i\varphi}\alpha_j$, $\beta_{j+N}=e^{i\varphi}\beta_j$. Bloch waves $e^{i\theta j}$ satisfy it for $\theta_n=(2\pi n+\varphi)/N$, $n=0,\dots,N-1$, and reduce the equations to $\varepsilon\alpha=-(v+we^{-i\theta})\beta$, $\varepsilon\beta=-(v+we^{i\theta})\alpha$. Multiplying the two,

$$\varepsilon_\pm(\theta)=\pm|v+we^{i\theta}|=\pm\sqrt{v^2+w^2+2vw\cos\theta}.$$

The modulus is smallest at $\theta=\pi$, so the bands are separated by $E_g=2(v-w)$. The $N$ electrons fill the lower band, the ground state is non-degenerate for every $\varphi$, and (7) applies:

$$E_0(\varphi)=-v\sum_{n=0}^{N-1}f(\theta_n),\quad f(\theta)=|1+re^{i\theta}|,\qquad D=\frac aN\sum_{n}\varepsilon_-''(\theta_n). \tag{9}$$

The last form follows from $d\theta_n/d\varphi=1/N$ and $L=Na$. It is the equally spaced quadrature rule for $(a/2\pi)\int_0^{2\pi}\varepsilon_-''d\theta$, and that integral is zero because $\varepsilon_-'$ is periodic. A filled band has no Drude weight in the infinite system, and $D$ on the ring is the error of the quadrature.

That error is found by Fourier analysis. Write $f(\theta)=\sum_lc_le^{il\theta}$, with $c_l=c_{-l}$ real because $f$ is real and even. The geometric sum $\sum_ne^{2\pi inl/N}$ equals $N$ if $l$ is a multiple of $N$ and zero otherwise, so $\sum_ne^{il\theta_n}=Ne^{im\varphi}$ for $l=mN$ and vanishes for other $l$. Hence

$$E_0=-vN\Big[c_0+2\sum_{m\ge1}c_{mN}\cos m\varphi\Big],\qquad D(\varphi)=2vaN^2\sum_{m\ge1}m^2c_{mN}\cos m\varphi. \tag{10}$$

The two minus signs, from $E_0$ and from $(\cos m\varphi)''$, cancel; differentiation term by term is allowed because the $c_n$ will be shown to fall exponentially. The winding amplitudes of the opening argument are $\epsilon_m=-vNc_{mN}$.

A first expression for $c_n$ comes from $f=(1+re^{i\theta})^{1/2}(1+re^{-i\theta})^{1/2}$, where the principal roots are complex conjugates and their product is the modulus. Both binomial series converge absolutely for $r<1$, and the coefficient of $e^{in\theta}$ pairs the power $l+n$ of the first with the power $l$ of the second:

$$c_n=\sum_{l\ge0}\binom{1/2}{l}\binom{1/2}{l+n}r^{2l+n}. \tag{11}$$

The lowest term of $vc_N$ is proportional to $w^N/v^{N-1}$: one winding must use each of the $N$ weak bonds.

A second expression gives bounds and signs. With $\zeta=e^{i\theta}$, $d\theta=d\zeta/i\zeta$, and $c_n=c_{-n}$,

$$c_n=\frac1{2\pi}\int_0^{2\pi}f\,e^{in\theta}d\theta=\frac1{2\pi i}\oint_{|\zeta|=1}\zeta^{n-1}(1+r\zeta)^{1/2}(1+r/\zeta)^{1/2}d\zeta .$$

Kohn's formula (7) is now proved for any finite ring with a non-degenerate ground state, and for the dimerized ring (10) expresses $D$ through the Fourier coefficients $c_{mN}$. It remains to evaluate the contour integral for $c_n$, show that the coefficients fall exponentially, and obtain from them the sign and size of $D$, before turning to the gapless ring and the numbers.
